# Why Kelvin Microscopy Can Underestimate a Junction's Built-In Potential

**Question.** A p-n junction is cleaved, and a Kelvin probe is scanned across the exposed section at zero bias. Far from the junction the reading is flat on both sides, yet the step between the two plateaus is smaller than the built-in potential. Why can a correctly working instrument give this result, and how much voltage is missing?

**What the probe compares**

In its force-microscope form, the Kelvin method adjusts the probe voltage until the electrostatic force from the contact potential vanishes. The voltage found this way follows the local work function, which is set at the surface. If the bands bend between the bulk and the surface, the probe sees the bent value.

Let $b$ be the Fermi level above the valence edge in the bulk, and $u$ the same quantity at the surface. Let $\psi$ be the surface band bending, positive when the bands bend upward. Raising the valence edge brings it closer to the Fermi level, so

$$u=b-\psi .$$

Potentials are in volts and energies in electronvolts, so the same numbers serve for both. With electron affinity $\chi$ and gap $E_g$, the work function is $\chi+E_g-u$. Suppose that both sides have the same affinity and the same surface dipole. These terms then cancel, and the surface potential is higher on the n side by

$$V_{app}=u_n-u_p=(b_n-b_p)-\psi_n+\psi_p=V_{bi}-\psi_n+\psi_p. \tag{1}$$

Here $b_n-b_p=V_{bi}$ because the Fermi level is common to both sides at zero bias, in the dark.

Equation (1) contains the mechanism. Upward bending on the n side ($\psi_n>0$) and downward bending on the p side ($\psi_p<0$) both reduce the step. Equal upward bending on the two sides would cancel.

**What sets the bending**

A cleaved surface has electronic states in the gap. Let their density $D$, per area and energy, be constant and equal on both sides. Let $\varphi_0$ be their neutrality level above the valence edge: filled up to $\varphi_0$, the states carry no net charge. Filling them up to $u$ adds $D(u-\varphi_0)$ electrons per area. Thermal smearing leaves this count practically unchanged while $u$ stays several $kT$ from both band edges.

The semiconductor below must carry the opposite charge. If $N_{sc}$ is its space charge per area divided by the elementary charge $q$, neutrality requires

$$N_{sc}(\psi)=D(u-\varphi_0)=D(b-\varphi_0-\psi). \tag{2}$$

To find $N_{sc}$, let $z$ run into the crystal, and let $\psi(z)$ be the local bending, zero in the deep bulk. Write $V_T=kT/q$ and $v=\psi/V_T$. With Boltzmann statistics the carrier densities are $n_0e^{-v}$ and $p_0e^{v}$, where $n_0,p_0$ are the bulk values. Bulk neutrality fixes the ionized-dopant charge at $q(n_0-p_0)$, so the charge density is

$$\rho=q\left[p_0(e^{v}-1)-n_0(e^{-v}-1)\right].$$

The electrostatic potential is $-\psi$, so Poisson's equation reads $\psi''=\rho/\varepsilon$. Multiplying by $\psi'$ and integrating from the deep bulk, where $\psi=\psi'=0$, to the surface gives

$$\tfrac12\psi'(0)^2=\frac{1}{\varepsilon}\int_0^{\psi}\rho\,d\psi=\frac{qV_T}{\varepsilon}\left[p_0(e^{v}-1-v)+n_0(e^{-v}-1+v)\right].$$

The charge per area is $\int_0^\infty\rho\,dz=-\varepsilon\psi'(0)$. For upward bending $\psi$ falls with depth, so $\psi'(0)<0$ and the charge is positive. Dividing by $q$,

$$N_{sc}=\operatorname{sign}(\psi)\sqrt{\frac{2\varepsilon V_T}{q}\left[p_0(e^{v}-1-v)+n_0(e^{-v}-1+v)\right]}. \tag{3}$$

**When the step must be too small**

The derivative of the square bracket in (3) with respect to $v$ is $p_0(e^v-1)-n_0(e^{-v}-1)$, which has the sign of $v$. Hence $N_{sc}$ rises steadily with $\psi$, while the right side of (2) falls. The two curves cross once. At $\psi=0$ the left side is zero, and at $\psi=b-\varphi_0$ the right side is zero, so the root lies between these values. The surface Fermi level therefore lies between its bulk position and $\varphi_0$.

Now let $\varphi_0$ lie between the two bulk positions, $b_p<\varphi_0<b_n$. Then

$$\varphi_0<u_n<b_n,\qquad b_p<u_p<\varphi_0 ,$$

and subtraction gives

$$0<V_{app}<V_{bi}.$$

Within this model, the condition on $\varphi_0$ is sufficient for an underestimate.

**A formula for the bending**

Consider the n side in depletion, with doping $N\simeq n_0$, bending well above $V_T$, and negligible holes at the surface. The terms with $p_0$ and $e^{-v}$ drop out of (3), leaving $N_{sc}=\sqrt{2\varepsilon N(\psi-V_T)/q}$. The subtracted $V_T$ comes from the tail of electrons at the inner edge of the depletion layer.

Set $\Delta=|b-\varphi_0|$, $\Delta'=\Delta-V_T$ and $y=\psi-V_T$. Equation (2) becomes $D(\Delta'-y)=\sqrt{2\varepsilon Ny/q}$. Squaring gives

$$(\Delta'-y)^2=ay,\qquad a=\frac{2\varepsilon N}{qD^2},$$

or $y^2-(2\Delta'+a)y+\Delta'^2=0$. In the unsquared equation the right side is positive, so the left side requires $y<\Delta'$, which selects the smaller root:

$$y=\Delta'+\frac a2-\sqrt{\left(\Delta'+\frac a2\right)^2-\Delta'^2}.$$

The expression under the root is $a\Delta'+a^2/4$. Adding $V_T$ to return to the bending,

$$|\psi|=\Delta+\frac a2-\sqrt{a\Delta'+\frac{a^2}{4}}. \tag{4}$$

On the p side the same steps hold with electrons and holes exchanged, and $\psi_p=-|\psi|$.

**Why the two bendings differ**

Increasing $\Delta$ raises the surface charge that must be balanced at a given bending, so the root of (2) moves outward. The side whose bulk Fermi level lies farther from $\varphi_0$ therefore bends more, if doping and $D$ are equal.

Doping matters separately. In depletion, a lightly doped side holds less charge at a given bending, so at equal $\Delta$ it must bend further. For n-type material with $\Delta=0.30$ eV and the value of $D$ used below, the bending is 0.259 V at $10^{16}$ cm$^{-3}$ but 0.088 V at $10^{18}$ cm$^{-3}$. If instead a $\varphi_0$ between the two bulk levels is held fixed, lighter doping also brings the bulk level closer to $\varphi_0$, which works against this increase.

**The numbers for a germanium junction**

Take 300 K, where $V_T=0.02585$ V, with $E_g=0.66$ eV, relative permittivity 16, and band densities $N_c=1.0\times10^{19}$ and $N_v=5.0\times10^{18}$ cm$^{-3}$. Both dopings are $10^{17}$ cm$^{-3}$. The surface has $D=5\times10^{12}$ cm$^{-2}$ eV$^{-1}$ and $\varphi_0=0.20$ eV.

The bulk positions follow from the majority densities:

$$b_n=E_g-V_T\ln\frac{N_c}{N_d}=0.541\ \text{eV},\qquad b_p=V_T\ln\frac{N_v}{N_a}=0.101\ \text{eV}.$$

Thus $V_{bi}=0.440$ V. The neutrality level lies between the two positions, but much nearer the p-side one: $\Delta_n=0.341$ eV and $\Delta_p=0.099$ eV.

With $a=0.0707$ V, equation (4) gives for the n side

$$\psi_n=0.341+0.0354-\sqrt{0.0707\times0.315+0.00125}\simeq0.223\ \text{V}.$$

The full equations (2) and (3) give the same value. For the p side, (4) gives 0.054 V and the full equations give 0.053 V. The formula is less accurate there because the bending is only about $2V_T$, so the neglected exponential is not very small. Using the full values,

$$V_{app}=0.440-0.223-0.053=0.164\ \text{V}.$$

The probe reads 37% of the built-in potential, and 0.276 V is missing. About four fifths of the loss occurs on the n side.

Neutrality can be verified by hand. The n-side surface Fermi level is at $u_n=0.318$ eV, so the states hold $5\times10^{12}\times0.118=5.9\times10^{11}$ electrons per cm$^2$. The space charge in depletion, $\sqrt{2\varepsilon N(\psi_n-V_T)/q}$ with $\psi_n-V_T=0.197$ V, is also $5.9\times10^{11}$ per cm$^2$. Divided by the doping, this corresponds to a depleted depth of 59 nm.

The one-dimensional balance was tested against a two-dimensional solution of Poisson's equation for the same junction, with surface-state charge on its cleaved face. Deep in the crystal the step was 0.440 V; on the face it was 0.164 V. The full built-in potential is still present beneath the surface that the probe sees.

**Is unequal bending necessary?**

It is not. Keep the doping and $D$ fixed and move $\varphi_0$ midway between the bulk levels, to 0.321 eV. Each side then bends by 0.133 V, and the step is 0.174 V, close to the earlier value. In this example the position of $\varphi_0$ mainly decides which side loses the voltage.

The density of states has a much larger effect. With $\varphi_0$ back at 0.20 eV:

| $D$ (cm$^{-2}$ eV$^{-1}$) | $V_{app}$ (V) |
|---|---|
| $10^{11}$ | 0.432 |
| $10^{12}$ | 0.358 |
| $10^{13}$ | 0.095 |
| $10^{14}$ | 0.011 |

As $D\to0$, the surface charge vanishes and the full step returns. As $D\to\infty$, both surfaces are pinned at $\varphi_0$ and the step disappears. In that limit $a$ is small, and (4) gives $|u-\varphi_0|\simeq\sqrt{a\Delta'}$ on each side. Since $\sqrt a\propto1/D$, the remaining step also falls as $1/D$ to leading order.

**Can the error have the other sign?**

It can, but only if $\varphi_0$ lies outside the interval between the bulk levels, and not always then. Take $N_d=10^{18}$ and $N_a=10^{15}$ cm$^{-3}$, $D=10^{12}$ cm$^{-2}$ eV$^{-1}$, and $\varphi_0=0.05$ eV, below the p-side bulk level of 0.220 eV. Both sides now bend upward. The heavily doped n side supplies its charge with a bending of 0.034 V, while the lightly doped p side needs 0.080 V. Equation (1) gives

$$V_{app}=0.380-0.034+0.080=0.426\ \text{V},$$

which exceeds the built-in potential of 0.380 V.

**How close is this to a real cleaved section?**

The germanium bulk parameters are rough typical values, and the doping is moderate. The surface parameters are chosen, not measured. Germanium's neutrality level is usually placed nearer the valence band, roughly 0.1 eV above it; at the doping used here that would leave the p side almost flat. Real surfaces also vary with cleavage and oxidation, and any difference in affinity or dipole between the sides adds directly to the reading.

Stray light breaks the assumption of equilibrium. An excess pair density of $10^{11}$ cm$^{-3}$ separates the electron and hole quasi-Fermi levels by 0.084 V. In the extreme case where the surface states follow the minority carriers on both sides, the bendings shrink and the reading rises from 0.164 to 0.273 V with the junction shorted. With the junction open, its photovoltage removes 0.084 V again, leaving 0.189 V. This extreme is unlikely: at this light level holes still far outnumber electrons at the p-side surface, and normally keep the states there near their dark occupation. The shorted reading then rises less, and the open-junction reading can fall below the dark value. The light level and the electrical connection therefore belong with the measured step.

The other effects sized here are smaller:

- The vacuum potential 30 nm above the surface, taken 1000 nm from the junction on each side, shows a step about 2% smaller than the surface step. This is not the error of a probe that nulls a force, because such a probe weights each region by the height derivative of its capacitance to that region. An isolated spherical tip with a 30 nm gap would read above the surface step, by about 15% for radius 10 nm and 5% for radius 100 nm; nulling the force gradient instead leaves an error near 0.1%. The cone and cantilever of a real probe average over both sides and lower the reading by an amount not sized here.
- The step also sets up a field in the vacuum, whose normal component binds charge on the face. Estimating that component by the largest lateral field along the face gives $1.4\times10^{10}$ charges per cm$^2$, about 2% of the n-side and 6% of the p-side space charge. This is an overestimate: the normal component peaks at about half that value near the junction and is far smaller on the plateaus.
- Fermi-Dirac statistics shift $V_{bi}$ by 0.27 mV at $10^{17}$ cm$^{-3}$, and by 0.9 mV in the example with $N_d=10^{18}$ cm$^{-3}$. The dopants were taken as fully ionized; with binding energies of 5 to 12 meV, incomplete ionization lowers $V_{bi}$ by about 3 mV and the step by about 1 mV in the main example.
- The peak surface field is 0.067 MV/cm, but the largest bending is only 0.34 of the gap. A carrier crossing the layer cannot gain enough energy from it to create a pair, and the bands do not overlap for interband tunnelling.

A single measured step cannot separate $V_{bi}$ from the two bendings in (1). Recovering the built-in potential from the step requires independent knowledge of $\psi_n-\psi_p$ and, on a real surface, of any difference in affinity or surface dipole between the sides. The values behind this example are listed in the numerical output.

## Computed values

```
Temperature: 300 K
Thermal voltage kT/q: 0.02585 V
Gap: 0.66 eV
Relative permittivity: 16
Conduction-band density Nc: 1.0e+19 cm^-3
Valence-band density Nv: 5.0e+18 cm^-3
Intrinsic density: 2.02e+13 cm^-3
Donor doping, n side: 1.0e+17 cm^-3
Acceptor doping, p side: 1.0e+17 cm^-3
Surface-state density D: 5.0e+12 cm^-2 eV^-1
Neutrality level phi0 above valence edge: 0.20 eV
Bulk Fermi level b, n side: 0.541 eV
Bulk Fermi level b, p side: 0.101 eV
Built-in potential: 0.440 V
Distance b - phi0, n side: 0.341 eV
Distance b - phi0, p side: -0.099 eV
Parameter a, both sides: 0.0707 V
Bending psi_n, full equation: 0.2229 V
Bending psi_p, full equation: -0.0527 V
Size of psi_n, depletion formula: 0.2229 V
Size of psi_p, depletion formula: 0.0541 V
Surface Fermi level, n side: 0.318 eV
Surface Fermi level, p side: 0.154 eV
Apparent step: 0.164 V
Missing voltage: 0.276 V
Apparent step / built-in potential: 37.3 %
2D solution, deep step: 0.4398 V
2D solution, surface step: 0.1643 V
Space charge / q, n side: 5.90e+11 cm^-2
Space charge / q, p side: -2.31e+11 cm^-2
Equivalent depletion depth, n side: 59.0 nm
Peak surface field, n side: 0.067 MV/cm
Apparent step at D = 1e+11 cm^-2 eV^-1: 0.432 V
Apparent step at D = 1e+12 cm^-2 eV^-1: 0.358 V
Apparent step at D = 1e+13 cm^-2 eV^-1: 0.095 V
Apparent step at D = 1e+14 cm^-2 eV^-1: 0.011 V
phi0 midway: level: 0.321 eV
phi0 midway: bending on each side: 0.133 V
phi0 midway: apparent step: 0.174 V
Bending at distance 0.30 eV, n-type 1e16 cm^-3: 0.259 V
Bending at distance 0.30 eV, n-type 1e18 cm^-3: 0.088 V
Overestimate case: Nd 1e+18, Na 1e+15 cm^-3, phi0 0.05 eV, D 1e+12 cm^-2 eV^-1
Overestimate case: bulk Fermi level, p side: 0.220 eV
Overestimate case: psi_n: 0.034 V
Overestimate case: psi_p: 0.080 V
Overestimate case: built-in potential: 0.380 V
Overestimate case: apparent step: 0.426 V
Fermi-Dirac shift of built-in potential: 0.27 mV
Largest bending / gap: 0.34
Vacuum-field charge / q, largest: 1.4e+10 cm^-2
Probe height: 30 nm
Probe distance from junction, each side: 1000 nm
Step lost to point-probe blur: 1.9 %
Stray light: excess pair density: 1e+11 cm^-3
Stray light: quasi-Fermi splitting, n side: 0.084 V
Stray light: apparent step, shorted junction: 0.273 V
Stray light: apparent step, open junction: 0.189 V
```
